# Critical angle of silicon for 1.54 angstrom X-rays

Suppose that an X-ray measurement must pick up the top few nanometres of a silicon wafer and as little as possible of the crystal below. The wavelength is 1.54 angstrom, and the wafer can be set at a grazing angle of 0.15 degree or of 0.30 degree. The choice hangs on the critical angle. Well below it the wave inside the silicon dies away within a few nanometres of the surface; close to it the depth grows to tens of nanometres. Above it a refracted beam travels inward until absorption stops it. An estimate good to a few percent is enough to decide.

All angles here are measured from the surface, not from its normal. The mean electron density of silicon is taken as \(\rho=0.70\) per cubic angstrom.

## The quick argument

An X-ray field shakes each electron, and the electron radiates a wavelet. If the electron responds as if it were free, its acceleration in a field \(E\) is \(-eE/m\), where \(e\) is the positive elementary charge. The radiated field of a charge \(q\) with acceleration \(a\), seen at distance \(R\) perpendicular to the acceleration, is \(-qa/(4\pi\varepsilon_0c^2R)\), apart from the travel delay. With \(q=-e\) this becomes

\[
E_{\rm wavelet}=-\frac{r_e}{R}\,E\,e^{ikR},\qquad
r_e=\frac{e^2}{4\pi\varepsilon_0mc^2},\qquad k=\frac{2\pi}{\lambda}.
\]

The time factor is \(e^{-i\omega t}\), so \(e^{ikR}\) describes the delay. The length \(r_e\) is the classical electron radius. The minus sign will make the refractive index smaller than one.

Now let a plane wave \(E_0e^{ikz}\) cross a thin sheet of thickness \(t\) at normal incidence. At a distance \(z\gg\lambda\) behind the sheet, add the wavelets from rings of radius \(s\), with \(R^2=s^2+z^2\) and therefore \(s\,ds=R\,dR\):

\[
\int_0^\infty \frac{e^{ikR}}{R}\,2\pi s\,ds
=2\pi\int_z^\infty e^{ikR}\,dR
=-\frac{2\pi}{ik}e^{ikz}
=\frac{2\pi i}{k}e^{ikz}.
\]

The upper limit contributes nothing because a real beam fades gradually at its edge, so that the wavelets from far rings cancel. The sum is governed by rings near the axis, where the electron's motion is nearly perpendicular to the line of sight, as assumed. The total field is

\[
E=E_0e^{ikz}\left(1-\frac{2\pi i\,r_e\rho t}{k}\right).
\]

A sheet of refractive index \(n=1-\delta\) would instead multiply the wave by \(e^{i(n-1)kt}\approx1-i\delta kt\). Equating the two small terms gives

\[
\delta=\frac{2\pi r_e\rho}{k^2}=\frac{r_e\lambda^2\rho}{2\pi}.
\]

Since \(n<1\), total reflection occurs on the vacuum side. Snell's law for grazing angles reads \(\cos\alpha=n\cos\alpha'\), and at the critical angle the refracted ray runs along the surface, \(\alpha'=0\). Hence \(\cos\alpha_c=1-\delta\). For a small angle \(\cos\alpha_c\approx1-\alpha_c^2/2\), so

\[
\alpha_c\approx\sqrt{2\delta}=\lambda\sqrt{\frac{r_e\rho}{\pi}}.
\]

The numbers follow in four short steps:

\[
\begin{aligned}
r_e\rho&=(2.818\times10^{-15}\ {\rm m})(0.70\times10^{30}\ {\rm m^{-3}})
=1.973\times10^{15}\ {\rm m^{-2}},\\
r_e\rho/\pi&=6.279\times10^{14}\ {\rm m^{-2}},\\
\sqrt{r_e\rho/\pi}&=2.506\times10^{7}\ {\rm m^{-1}},\\
\alpha_c&=(1.54\times10^{-10}\ {\rm m})(2.506\times10^{7}\ {\rm m^{-1}})
=3.859\times10^{-3}\ {\rm rad}.
\end{aligned}
\]

Multiplication by \(180/\pi\) gives 0.2211 degree, or 0.22 degree at the precision of the input density. The two proposed settings lie on opposite sides of it.

## The controlled derivation

The quick argument took the sheet to first order in its thickness and used a small-angle form of Snell's law. The same result can be reached from the electron's equation of motion and the wave equation, with each approximation in view.

**The index.** Let the field at an electron be \(E e^{-i\omega t}\), and write its displacement as \(x e^{-i\omega t}\). Allow for binding by a spring of natural frequency \(\omega_0\). Newton's law gives

\[
-m\omega^2x=-eE-m\omega_0^2x,
\qquad\text{so}\qquad
x=\frac{eE}{m(\omega^2-\omega_0^2)}.
\]

For \(\omega_0\ll\omega\) this becomes the free-electron result \(x=eE/(m\omega^2)\). The displacement is along \(E\), although the force is opposite to it: in an oscillation driven above its resonance, displacement and force have opposite signs. The dipole moment \(-ex\) therefore opposes the field. With \(\rho\) electrons per unit volume, the polarization is

\[
P=-e\rho x=-\frac{\rho e^2}{m\omega^2}E.
\]

For a non-magnetic medium \(n^2=1+P/(\varepsilon_0E)\). Using \(\omega=2\pi c/\lambda\) and \(e^2/(\varepsilon_0m)=4\pi c^2r_e\),

\[
n^2=1-\frac{\rho e^2}{\varepsilon_0m\omega^2}
=1-\frac{4\pi c^2r_e\rho\,\lambda^2}{4\pi^2c^2}
=1-\frac{r_e\lambda^2\rho}{\pi}.
\]

The field acting on one electron differs from the mean field by an amount of order \(P/\varepsilon_0\). That is a fraction of order \(10^{-5}\) of \(E\), and it is dropped.

**The wave at the surface.** Let \(z\) point into the silicon and \(x\) now denote the coordinate along the surface, in the plane of incidence. Take the electric field along \(y\). The surface is uniform along \(x\), so the factor \(e^{ikx\cos\alpha}\) of the incoming wave is kept on both sides. Insert \(E_y=\psi(z)e^{ikx\cos\alpha}\) into \(\nabla^2E_y+n^2k^2E_y=0\). The two \(x\)-derivatives give \(-k^2\cos^2\alpha\), and

\[
\psi''+k^2(n^2-\cos^2\alpha)\psi=0.
\]

Hence the normal wave number inside, \(k_z'\), obeys

\[
k_z'^2=k^2(n^2-\cos^2\alpha)
=k^2\left(\sin^2\alpha-\frac{r_e\lambda^2\rho}{\pi}\right).
\]

It changes from imaginary to real at

\[
\boxed{\sin\alpha_c=\lambda\sqrt{\frac{r_e\rho}{\pi}}}
\]

No small-angle approximation entered here. Replacing the sine by the angle makes a relative error of \(2.5\times10^{-6}\). The other polarization has the same \(k_z'\), and so the same threshold.

**The reflected strength.** Outside, \(\psi=e^{ik_zz}+re^{-ik_zz}\) with \(k_z=k\sin\alpha\). Inside a thick wafer, \(\psi=\tau e^{ik_z'z}\). Both \(E_y\) and the magnetic field along \(x\), which is proportional to \(\psi'\), are continuous at \(z=0\):

\[
1+r=\tau,\qquad k_z(1-r)=k_z'\tau.
\]

Putting the first into the second gives \(k_z-k_z'=r(k_z+k_z')\), so

\[
r=\frac{k_z-k_z'}{k_z+k_z'},\qquad R=|r|^2.
\]

Below \(\alpha_c\), \(k_z'=i\kappa\) with real positive \(\kappa\), the sign for which the wave decays inward. Then \(k_z-i\kappa\) and \(k_z+i\kappa\) have equal magnitude and \(R=1\). Above \(\alpha_c\), \(k_z'\) is real and positive, and \(R<1\).

Well above the threshold, though still at small angles, \(k_z'\approx k_z-k^2\alpha_c^2/(2k_z)\). The numerator of \(r\) is then \(k\alpha_c^2/(2\alpha)\) and the denominator is nearly \(2k\alpha\), giving

\[
R\approx\left(\frac{\alpha_c}{2\alpha}\right)^4.
\]

For a sharp surface the reflectivity at \(5\alpha_c\) is therefore about \(10^{-4}\). A reflectivity curve that runs from the plateau to this angle needs a detector range of four powers of ten.

## How deep the wave goes

Below the critical angle, \(\kappa=k\sqrt{\sin^2\alpha_c-\sin^2\alpha}\), and the intensity falls as \(e^{-2\kappa z}\). At very small \(\alpha\) its decay rate is

\[
2\kappa\to2k\sin\alpha_c=\frac{4\pi\sin\alpha_c}{\lambda}
=4\sqrt{\pi r_e\rho}\equiv Q_c.
\]

The wavelength has cancelled. In the free-electron model \(Q_c\) belongs to the material alone, while at fixed density \(\sin\alpha_c\) grows in proportion to \(\lambda\). For silicon \(Q_c=0.3149\ {\rm nm^{-1}}\), so the shortest depth for a fall to \(1/e\) is \(1/Q_c=3.18\) nm.

At 0.15 degree the depth is longer by the factor \(1/\sqrt{1-(0.15/0.2211)^2}=1.36\), which makes it 4.3 nm. At 0.30 degree the refracted ray makes the angle

\[
\alpha'\approx\sqrt{\alpha^2-\alpha_c^2}
=\sqrt{0.30^2-0.2211^2}\ \text{degree}=0.203\ \text{degree},
\]

or 0.00354 rad. Silicon attenuates the intensity to \(1/e\) of its value over a path of roughly \(L=70\) micrometres at this wavelength. Along the slanted ray this corresponds to a depth \(L\sin\alpha'\approx0.25\) micrometre. Doubling the angle thus raises the sampled depth by a factor of more than fifty. The measurement of the top few nanometres calls for 0.15 degree.

The mean density may replace the atoms because the normal scale is long. At \(\alpha_c\) the incoming and reflected waves form a standing wave outside, with period \(2\pi/(2k_z)=2\pi/Q_c=20\) nm. One silicon atom, with 14 electrons, occupies \(14/0.70=20\) cubic angstroms, a cube of side about 0.27 nm. The replacement fails if the crystal is also turned so that its lattice planes satisfy a Bragg condition, because a further strong wave then appears.

## What absorption does to the edge

With absorption write \(n=1-\delta+i\beta\). Over a path \(\ell\) the intensity falls as \(e^{-2k\beta\ell}\), and this must equal \(e^{-\ell/L}\). Therefore

\[
\beta=\frac{1}{2kL}=\frac{\lambda}{4\pi L}\approx1.8\times10^{-7},
\]

compared with \(\delta=7.445\times10^{-6}\). The ratio \(\beta/\delta\) is 0.024. To leading order \(n^2=1-2\delta+2i\beta\), so at \(\sin^2\alpha=2\delta\) the real part of \(k_z'^2\) vanishes and \(k_z'^2=2i\beta k^2\). Dividing by \(k_z^2=2\delta k^2\) and taking the root that decays inward,

\[
\frac{k_z'}{k_z}=\sqrt{\frac{i\beta}{\delta}}=(1+i)q,
\qquad q=\sqrt{\frac{\beta}{2\delta}}\approx0.11.
\]

The reflectivity at the critical angle is then

\[
R(\alpha_c)=\frac{(1-q)^2+q^2}{(1+q)^2+q^2}\approx0.65.
\]

A small \(\beta/\delta\) has a visible effect because its square root enters. Total reflection is strict only for \(\beta=0\); with absorption the plateau lies below one and its edge is rounded.

Nor does \(R=1/2\) mark the critical angle for silicon at this wavelength; the two would coincide only for \(\beta/\delta\approx0.06\). Without absorption \(R=1/2\) means \(r=1/\sqrt2\), hence \(k_z'/k_z=(1-r)/(1+r)=0.172\). Since \((k_z'/k_z)^2=1-\alpha_c^2/\alpha^2\) at small angles, \(\alpha=\alpha_c/\sqrt{1-0.172^2}=1.015\,\alpha_c\), or 0.2244 degree. With the absorption above, the half-height angle is 0.2239 degree, which is 1.3 percent above \(\alpha_c\).

## Comparing the two routes

The quick argument and the controlled derivation give the same \(\delta\) to first order. Squaring \(\cos\alpha_c=1-\delta\) gives \(\sin^2\alpha_c=2\delta-\delta^2\), whereas the second route gives \(2\delta\) with \(\delta\) defined as \(r_e\lambda^2\rho/(2\pi)\). The relative difference in \(\sin^2\alpha_c\) is \(\delta/2\), a few parts in a million. The gain from the longer route lies in the reflected strength and the penetration depth.

Three numerical tests bear on the parts that could have gone wrong; their results are in the numerical output.

- The wavelets were summed directly, with a gradually fading aperture and the directional factor of dipole radiation. This gave \(\delta=7.445\times10^{-6}\), equal to the formula to the digits shown; agreement within 0.3 percent was required, since the distance and aperture were finite.
- The wave equation was integrated through a 300 nm silicon slab without absorption and with vacuum behind it. At \(0.95\,\alpha_c\) the reflectivity was one within \(10^{-6}\). At \(1.05\,\alpha_c\) it was 0.404. The second value includes the wave returned by the back face and is not that of a thick wafer, for which the formula for \(r\) gives 0.28.
- With absorption, integration through 3000 nm of silicon agreed with the formula for \(R\) within \(10^{-9}\) at 0.5, 0.95, 1.0 and 1.2 times \(\alpha_c\). At the largest angle the faint wave returned by the back face is itself of this order.

## The real wafer

The parameters are close to those of an ordinary silicon wafer and a laboratory source with a copper anode. A rough mass density of 2.3 g/cm³ and a molar mass of 28 g/mol, with 14 electrons per atom, give an electron density of 0.69 per cubic angstrom, in line with the 0.70 used. Among the approximations behind the formula, the free-electron assumption moves the critical angle most. The photon energy is 8.05 keV, while the innermost electrons of silicon are bound by roughly 1.8 keV. A single spring with that resonance enlarges an electron's response by the factor \(1/(1-(1.8/8.05)^2)\), about 5 percent. For the two innermost electrons that is about 0.1 extra electron. A real shell does not respond at one frequency: it absorbs over a continuum above its edge, so the spring does not fix the size, and its sign can be trusted only well above the edge. A hydrogen-like model of the shell gives about 0.24 extra electron at 8.05 keV, but a negative correction from the edge up to about 2.8 keV. As a rough allowance for the whole atom, take 0.3 extra electron out of 14. The effective density rises by 2.1 percent and the angle, which goes as its square root, by 1.1 percent, to 0.2235 degree. The rounded answer is still 0.22 degree. The correction is not small near an absorption edge, where the free-electron formula fails.

A wafer kept in air also carries an oxide. For a layer of 2 nm with a density of 0.66 per cubic angstrom, and with \(\beta\) held at the silicon value, the calculated half-height angle moves by only \(-6\times10^{-5}\) degree. The sign depends on the absorption assumed: with roughly half the silicon \(\beta\), closer to a real oxide, the shift is about \(+9\times10^{-5}\) degree. Only its smallness should be retained, and only for a layer like this one. The oxide matters more for what is sampled: at 0.15 degree over a third of the depth-integrated intensity lies inside the 2 nm layer. Below \(\alpha_c\) a general argument holds: without absorption the thick silicon carries no energy away and the layer absorbs none, so all of it must return and \(R\) stays at one. Roughness and beam divergence have not been sized here. Divergence averages \(R\) over a range of angles and so blurs the edge further.

The size of the sample matters too. A beam of height \(h=0.1\) mm spreads along the surface over

\[
\frac{h}{\sin\alpha_c}=\frac{0.1\ {\rm mm}}{0.003859}=25.9\ {\rm mm}.
\]

At 0.15 degree the same beam covers 38 mm. A shorter piece lets part of the beam pass by, and the measured intensity on the plateau then falls below the true reflectivity. For a beam of uniform height profile, a centred piece of length \(\ell_s\) catches the fraction \(\ell_s\sin\alpha/h\), as long as this is less than one. At the chosen setting, a 20 mm piece catches about half the beam.

## Reading a density from the angle

The boxed formula can be turned round:

\[
\rho=\frac{\pi\sin^2\alpha_c}{r_e\lambda^2},
\qquad
\frac{\Delta\rho}{\rho}\approx2\,\frac{\Delta\alpha_c}{\alpha_c}
\quad\text{at fixed }\lambda.
\]

The factor two comes from the square. An angle read 0.005 degree too high gives \(2\times0.005/0.2211=4.5\) percent too much density; the unexpanded formula gives 4.6 percent. Taking the half-height angle of 0.2239 degree for \(\alpha_c\) would by itself raise the density by about 2.6 percent, and ignoring the binding correction would add about 2 percent. Both errors have the same sign. An estimate of the angle can ignore them, but a density wanted to one percent cannot: it needs a fit of the whole edge with absorption and binding included, and an angular zero known to about 0.001 degree.

## Table of computed values

```
Wavelength: 1.54 angstrom
Electron density: 0.7 per cubic angstrom
Classical electron radius: 2.818e-15 m
r_e*rho: 1.973e+15 m^-2
r_e*rho/pi: 6.279e+14 m^-2
sqrt(r_e*rho/pi): 2.506e+07 m^-1
delta: 7.445e-06
delta from wavelet sum: 7.445e-06
sin(alpha_c): 0.003859
Critical angle: 0.003859 rad
Critical angle: 0.2211 degree
Relative error of sin(a)=a: 2.5e-06
Q_c: 0.3149 nm^-1
Normal wave scale 2*pi/Q_c: 20 nm
Evanescent intensity depth: 3.18 nm
Depth from wave equation: 3.18 nm
Slab R at 0.95 alpha_c, no loss: 1
Slab R at 1.05 alpha_c, no loss: 0.404
Slab thickness in that test: 300 nm
Photon energy: 8.05 keV
Rough K-shell energy: 1.8 keV
Free-electron amplitude ratio: 0.9996
Bound-electron amplitude ratio: 1.052
Rough binding correction: 0.3 electron/atom
Critical angle with binding: 0.2235 degree
Binding shift of angle: 1.1 percent
Rough attenuation length: 70 micrometre
beta: 1.8e-07
beta/delta: 0.024
R at alpha_c with absorption: 0.65
Largest Fresnel-wave difference: 4.7e-10
Half-height angle, bare: 0.2239 degree
Rough oxide thickness: 2 nm
Rough oxide density: 0.66 per cubic angstrom
Half-height angle, oxide: 0.2239 degree
Oxide shift of half-height: -5.9e-05 degree
Beam height: 0.1 mm
Footprint at alpha_c: 25.9 mm
Angle reading error: 0.005 degree
Resulting density error: 4.6 percent
Rough mass density: 2.3 g/cm^3
Rough molar mass: 28 g/mol
Electron density from mass: 0.69 per cubic angstrom
```
